# Tracking an excess proton with a continuous centre of excess charge

## What symmetry requires

An excess proton in a hydrogen-bonded network has no permanent nucleus. A host molecule receives one hydrogen and passes on another, so the position we want must belong to the whole arrangement of atoms.

Let $X$ label the hosts and their positions, for example oxygen atoms, and let $H$ label the hydrogens, at $r_H$. Look for a position built from the hosts,

$$\xi=\sum_X q_X X .$$

Moving every atom by $t$ must move $\xi$ by $t$. If the $q_X$ depend only on interatomic distances, this requires $\sum_X q_X=1$. Hydrogens are identical, so each $q_X$ must be unchanged when two of them are swapped. That condition excludes the position of one labelled hydrogen.

The simplest choice adds one contribution per hydrogen and subtracts the neutral reference:

$$q_X=\sum_H p_{HX}-w,\qquad p_{HX}=\frac{e^{-d_{HX}/\lambda}}{\sum_Y e^{-d_{HY}/\lambda}} .$$

Here $d_{HX}$ is a distance, $\lambda$ a switching length, and $w$ the number of hydrogens on a neutral host. Because $\sum_X p_{HX}=1$, the sum of the $q_X$ is $N_H-wN_X$, which is 1 for one excess proton. Symmetry does not fix the exponential form of the weights; that is a choice.

When every hydrogen is close to one host, $q_X$ is nearly 1 on the over-coordinated host and nearly 0 elsewhere, so $\xi$ lies on that host. When a proton is shared equally by two hosts, each has $q\approx\tfrac12$ and $\xi$ lies midway. I call $\xi$ the centre of excess charge, or CEC. Strictly it is a centre of excess coordination, not an electric dipole.

## Periodic boxes

A sum of host positions is ambiguous in a periodic box. Write $\mathbf d_{HX}=r_H-X$, so that $X=r_H-\mathbf d_{HX}$. Since the weights of each hydrogen add to one,

$$\sum_{HX}p_{HX}X=\sum_H r_H-\sum_{HX}p_{HX}\mathbf d_{HX},$$

and therefore

$$\xi=\sum_H r_H-w\sum_X X-\sum_{HX}p_{HX}\mathbf d_{HX}. \tag{1}$$

Use unwrapped atomic positions in the first two sums and minimum-image vectors in the last. A minimum-image vector jumps when a pair separation passes half the box, but the pair's weight is then exponentially small if the box is much larger than a bond. The path of $\xi$ is thus continuous to that accuracy. Its starting value is fixed only up to a box vector, because another initial image of a hydrogen shifts (1) by one. Displacements are unaffected.

```
U = first wrapped frame; previous = U; host = site of largest q
for each wrapped frame F:
    U += minimum_image(F - previous);  previous = F
    for each hydrogen H:
        d[X] = minimum_image(U[H] - U[X]) for nearby hosts X
        p[X] = exp(-(|d[X]| - min|d|)/lambda), then normalise
        add p to q;  add sum_X p[X]*d[X] to B
    q -= w
    xi = sum U[H] - w*sum U[X] - B
    best = site of largest q
    if best != host and q[best] > 0.9: record event; host = best
```

Reset $q$ and $B$ at each frame. Subtracting the smallest distance leaves the normalised weights unchanged and prevents all the exponentials from underflowing together.

## Slope, leakage and the choice of $\lambda$

Take hosts A and B a distance $a$ apart, with a proton on the line between them at $u$ from the midpoint, positive towards B. Then $d_A=a/2+u$ and $d_B=a/2-u$. Neglecting other hosts,

$$p_B=\frac{1}{1+e^{-(d_A-d_B)/\lambda}}=\frac1{1+e^{-2u/\lambda}} .$$

This proton's contribution moves the CEC from A to $A+a\,p_B$, so

$$\frac{d\xi}{du}=\frac{2a}{\lambda}p_B(1-p_B)\le\frac{a}{2\lambda},$$

with equality at the midpoint. For $a=0.28$ nm and $\lambda=0.010$ nm the greatest slope is 14, and a finite difference of (1) gives the same value.

A resting proton at bond length $b$ from A has $u=-(a/2-b)$. Its weight on B is

$$p_B=\frac{\varepsilon}{1+\varepsilon},\qquad \varepsilon=e^{-(a-2b)/\lambda}.$$

Each such hydrogen bond displaces $\xi$ by $a\varepsilon/(1+\varepsilon)$ towards its acceptor. With $b=0.10$ nm, $\varepsilon=3.4\times10^{-4}$. Shortening the link to 0.25 nm at fixed $b$ raises $\varepsilon$ to $6.7\times10^{-3}$, twenty times as much.

For $M$ bonds that all point the same way, the displacements add. Since $\varepsilon/(1+\varepsilon)<\varepsilon$, the total stays below a tolerance $\delta<Ma$ if

$$\lambda<\frac{a-2b}{\ln(Ma/\delta)} .$$

For independent, isotropic bond directions the root-mean-square total grows only as $\sqrt M$. A smaller $\lambda$ reduces leakage but makes the crossing steeper, which matters if $\xi$ is used as a coordinate for applying forces.

## A ring that separates label from charge

Consider $N=7$ hosts with $w=1$ on a ring of length $L=Na=1.96$ nm. Each host has one hydrogen pointing forward, and host 0 also holds an extra hydrogen at right angles to the ring direction. A forward hydrogen crosses to the next host. It then turns to the perpendicular position, while the hydrogen left behind turns forward. The excess can then move on.

At rest, the seven forward bonds shift (1) by $Na\varepsilon/(1+\varepsilon)=6.6\times10^{-4}$ nm. If host images are instead taken nearest the current host and $\sum q_XX$ is used, each host loses as much weight forward as it gains from behind, and the shift cancels. The largest difference found between the two forms is indeed $6.6\times10^{-4}$ nm.

After one lap the arrangement is the same as at the start, except for the labels. The last sum in (1) has returned to its first value and the hosts have not moved, so

$$\Delta\xi=\sum_H\Delta r_H=L .$$

The original extra hydrogen has only turned from the perpendicular to the forward position. Its displacement is $b\sqrt2=0.14$ nm, while the CEC has moved 1.96 nm.

One lap also permutes the labels in a single cycle: perpendicular on host 0, forward on host 0, forward on host 1, and so on, then back to the start. In $N+1$ laps each hydrogen visits every place in this cycle. It is transferred $N$ times and stays behind once. Each therefore travels $L=1.96$ nm while the CEC travels $(N+1)L=15.68$ nm, a ratio of $1/N_H$ with $N_H=8$.

The same motion shows why $\xi$ is not the dipole. In the transfer itself a proton moves $a-2b$, while $\xi$ moves $a$ apart from leakage. The two later rotations each move a hydrogen forward by $b$, which supplies the missing $2b$.

## Counting exchange events

During the 56 completed transfers, eight further attempts crossed the midpoint and returned. Taking the site of largest $q$ as the host gives 72 events, because each aborted attempt adds two changes. Requiring $q>0.9$ before accepting a new host gives 56, because these attempts went only 0.008 nm past the midpoint, where $q=0.83$. For this $\lambda$ the threshold lies 0.011 nm past the midpoint, and an attempt that went further would still add two events.

On an isolated link, $p_B>q_c$ means $u>(\lambda/2)\ln[q_c/(1-q_c)]$, so the threshold is a distance criterion that depends on $\lambda$. It does not remove a transfer that completes and then quickly reverses. If such pairs should not count, add a minimum residence time. The displacement of $\xi$ needs no such decision, since forward and backward moves cancel in it.

## Diffusion on a random network

Now fix the hosts on a diamond network, with four neighbours each at distance $a$. Each transfer picks any of the $w+1$ hydrogens on the excess host with equal chance, and any of the four links with equal chance. This assumes complete reorientation between transfers. The mean time per completed transfer is $\tau$.

The four link vectors at a host add to zero. Given the whole past, and given that a certain hydrogen has been chosen, its next step therefore has zero mean. If $e_i$ and $e_j$ are two of its step directions, with $j$ later, then

$$\langle e_i\cdot e_j\rangle=\langle e_i\cdot\langle e_j\,|\,\text{past}\rangle\rangle=0 .$$

Its mean-square displacement is thus $a^2$ times its mean number of hops. The same argument gives the CEC $a^2n$ after $n$ transfers. Each transfer moves one hydrogen, so the average over all labels is $n/N_H$ hops, and

$$D_{\rm hop}=\frac{a^2}{6\tau},\qquad D_{\rm label}=\frac{D_{\rm hop}}{N_H}. \tag{2}$$

A simulation of 2000 runs on a periodic network of 54 hosts and 109 labelled hydrogens, with 1500 transfers per run, gave a mean-square displacement of $13.72a^2$ per hydrogen. Equation (2) predicts $1500a^2/109=13.76a^2$.

## A labelled proton in an infinite network

Equation (2) gives zero as $N_H\to\infty$. To see what remains, follow a hydrogen that starts on the excess host. Let $R$ be the probability that the excess, after leaving a site, ever returns. The number of visits to the starting site, including the first, has mean

$$G=1+R+R^2+\dots=\frac1{1-R}.$$

Let $P$ be the probability that the labelled hydrogen hops again when the excess is on its host. With $s=1/(w+1)$, it is chosen at once with probability $s$. Otherwise the excess leaves, and must return before the question is posed again:

$$P=s+(1-s)RP,\qquad P=\frac{s}{1-(1-s)R}.$$

Consequently $1-P=(1-s)(1-R)/[1-(1-s)R]$. After a labelled hop, the label and the excess are again together, so the chance of $m$ hops in all is $(1-P)P^m$. The mean is

$$\frac{P}{1-P}=\frac{s}{1-s}\,\frac1{1-R}=\frac Gw,$$

because $s/(1-s)=1/w$. In this model the mean-square displacement by hopping stops at

$$\langle\Delta r^2\rangle_{\rm label}\to\frac{a^2G}{w}. \tag{3}$$

To find $G$, note that steps from one sublattice are the link vectors $v_i$ and steps from the other are $-v_i$. A walk of $2n$ steps uses $k_i$ forward and $m_i$ backward steps of type $i$, and closes if $\sum_i(k_i-m_i)v_i=0$. The one linear relation among the four vectors is that their sum vanishes, so all $k_i-m_i$ are equal. Both totals are $n$, hence $k_i=m_i$. Forward and backward steps can each be ordered in $n!/\prod_i k_i!$ ways, so the number of closed walks is the sum of $(n!/\prod_i k_i!)^2$.

Group the types into two pairs, with totals $k$ and $n-k$. The ordering count becomes $\binom nk\binom k{k_1}\binom{n-k}{k_3}$. Squaring it and using $\sum_j\binom kj^2=\binom{2k}k$ gives

$$G=\sum_{n\ge0}\frac1{16^n}\sum_{k=0}^n\binom nk^2\binom{2k}k\binom{2n-2k}{n-k}.$$

The terms fall as $n^{-3/2}$, so the partial sums approach their limit as $S_n\simeq G-c/\sqrt n$. Eliminating $c$ between $S_n$ and $S_{2n}$ gives $G\simeq(\sqrt2S_{2n}-S_n)/(\sqrt2-1)=1.793$, and $R=0.442$. An independent reciprocal-space integral also gives 1.793.

For $w=2$, equation (3) gives 0.896 hops on average. In 40,000 simulated walks of 1000 transfers, the mean was 0.880. A finite-length prediction follows by replacing $G$ in (3) with the sum of its first 500 terms, those for walks of fewer than 1000 steps; it is also 0.880. The mean-square displacement was $0.88a^2$ for the label and $998a^2$ for the excess. For $w=1$ the simulation gave 1.747 hops against a finite-length prediction of 1.761.

The fraction of labels that never hopped was 0.533 for $w=2$ and 0.367 for $w=1$, against infinite-time values $1/(1+G/w)$ of 0.527 and 0.358. A finite run raises this fraction, since later first hops are missed. Putting the finite sum 1.761 in place of $G$ gives 0.532 and 0.362, and the simulated values differ from these by about two standard errors (0.0025 each) or less.

Two limits show where (3) applies. As $w\to0$ it diverges, because there is nothing to exchange and the labelled proton is the charge. In an infinite one- or two-dimensional network, the probability of being at the origin after $m$ steps falls as $m^{-1/2}$ or $m^{-1}$. Its sum diverges, and there is no plateau. The label's mean-square displacement then grows as $\sqrt n$ or $\ln n$, still more slowly than the CEC's $n$.

## Acid in water touching a resist

For illustration, take a strong acid dissolved in water above a resist, with rough values $a=0.28$ nm, $\tau=1.5$ ps and $w=2$, and an assumed concentration of 1 mmol/L at 298 K. Acid leached into a large volume of water can be far more dilute, which raises $N_H$. Then

$$D_{\rm hop}=\frac{(0.28\ {\rm nm})^2}{6(1.5\ {\rm ps})}=8.7\times10^{-3}\ {\rm nm^2/ps}=8.7\times10^{-5}\ {\rm cm^2/s}.$$

Water of density 1000 g/L and molar mass 18.015 g/mol supplies

$$N_H=2\,\frac{1000/18.015}{0.001}+1=1.1\times10^5$$

hydrogens per excess proton, so $D_{\rm label}=7.8\times10^{-10}$ cm²/s. After 1 ns, or 667 hop times, the CEC has a root-mean-square displacement of $0.28\sqrt{667}=7.2$ nm. The labelled plateau is $0.28\sqrt{0.896}=0.27$ nm. It can last only for times well below $N_H\tau=0.17$ µs, after which transfers by other excess protons matter.

Real water breaks the assumption of fixed hosts. With a rough molecular diffusion coefficient of $2.3\times10^{-5}$ cm²/s, a labelled hydrogen is carried 3.7 nm in the same nanosecond, far beyond its hopping plateau. If the two motions add independently, the CEC coefficient is 4.8 times the label's. The label then reports mainly the diffusion of water. The sum for the CEC, $1.1\times10^{-4}$ cm²/s, is somewhat above the rough measured size of $9\times10^{-5}$ cm²/s for protons in dilute acid, so a fit that includes molecular motion would need a longer $\tau$, or a lower $D_{\rm hop}$ from the incomplete reorientation described next.

Incomplete reorientation also lowers $D_{\rm hop}$. Suppose the newly arrived proton still points back and is chosen with probability $1/3$, while the other two hydrogens occupy random remaining links. A backward step has cosine $-1$ with the last step, and any other has $+1/3$. The mean is $c=-1/3+(2/3)(1/3)=-1/9$, and correlations over $m$ steps are $c^m$. Thus $D_{\rm hop}$ is multiplied by $1+2\sum_{m\ge1}c^m=(1+c)/(1-c)=0.80$; a simulated walk gives 0.801. This factor is for the excess only. A labelled proton that has just arrived may hop straight back, so its own steps are correlated differently, and $D_{\rm label}$ in (2) cannot be corrected by the same factor.

The spread of acid from a resist is a further quantity. Well beyond the Debye length, here 9.6 nm, protons and anions must move with equal flux if no other mobile ions are present and no net current flows. With concentration $C$, gradient $C'$ and scaled field $g=eE/k_BT$, the fluxes are $-D_+(C'-Cg)$ and $-D_-(C'+Cg)$. Equating them gives $Cg=C'(D_+-D_-)/(D_++D_-)$, hence a common diffusion coefficient $2D_+D_-/(D_++D_-)$. A slow anion therefore limits the spread. Inside a resist film the binding is stronger: the Bjerrum length, 0.72 nm at permittivity 78, would be about 14 nm at an assumed permittivity of 4. The free-proton values above should not be used there.

## Cost and failure modes

Testing every pair costs $O(N_HN_X)$ per frame. A neighbour list reduces this to $O(N_H)$ at fixed density, provided the weight at the cutoff is negligible. Unwrapping fails if an atom moves more than half a box length along any axis between stored frames. Coarser frames within that limit may miss events, but they do not change the net displacement of $\xi$.

With two excess protons the $q_X$ add to 2, and $\xi$ is a sum of two positions. If a neutral host dissociates, $\xi$ combines two positive sites and one negative site and may lie far from all three. Inspect the individual $q_X$ before interpreting it. An anion that can bind the proton must be among the hosts, with its own reference number $w_X$; unlike bond lengths may also require an offset in the distances.

Nuclear quantum effects limit the classical picture. The proton's thermal wavelength at 298 K is 0.10 nm, larger than the model's transfer distance of 0.08 nm. That distance belongs to the fixed spacing of 0.28 nm. In water the link first contracts to about 0.24 to 0.25 nm, where the distance is shorter and the barrier is small or absent. The barrier frequency depends on the host spacing; for an assumed 1000 cm⁻¹, the parabolic-barrier crossover to tunnelling is near 229 K. That is close enough to 298 K for tunnelling to change the crossing rate. The estimate needs a barrier well above $k_BT$, which a contracted link may not have; a link held at 0.28 nm has a much higher and sharper barrier, and so a higher crossover. It changes $\tau$ only if crossing such a barrier, rather than rearrangement of the surrounding hydrogen bonds, controls the transfer. In a path-integral simulation, the average of $\xi$ over beads differs in general from $\xi$ at the averaged positions, because the weights are nonlinear; state which is used.

The remaining values are in the numerical output.

## Table of computed values

```
Host spacing a = 0.28 nm; bond b = 0.10 nm; lambda = 0.010 nm
Ring: hosts = 7, hydrogens = 8, length L = 1.96 nm
Leak weight per resting hydrogen bond = 3.355e-04
Leak shift of CEC on ring = 6.57e-04 nm
Largest difference of the two CEC forms = 6.57e-04 nm
Greatest slope dxi/du: formula 14.000, numerical 14.000
Largest CEC step between frames = 0.0276 nm
One lap: CEC moves 1.960 nm; extra H moves 0.141 nm
8 laps: CEC moves 15.68 nm; each H 1.96 nm
Completed transfers = 56; aborted transfers = 8
Events: largest-q rule 72; q > 0.9 rule 56
Visits to origin G: series 1.79287, integral 1.79288
Return probability R = 0.4422
Infinite network: 40000 walkers, 1000 transfers each
w=1: labelled hops 1.747, finite-run theory 1.761
w=1: infinite-time labelled hops G/w = 1.7929
w=1: MSD/a^2 of label 1.727, of excess 995.1
w=1: never hops 0.3674, theory 0.3581
w=2: labelled hops 0.880, finite-run theory 0.880
w=2: infinite-time labelled hops G/w = 0.8964
w=2: MSD/a^2 of label 0.879, of excess 998.0
w=2: never hops 0.5325, theory 0.5273
Periodic network: hosts = 54, hydrogens = 109, transfers = 1500
Mean MSD/a^2 per H = 13.721, theory 13.761
MSD/a^2 of summed H displacement = 1521.1
Example: hop time 1.5 ps, w = 2, T = 298 K, acid 1.0 mmol/L
D_hop of CEC = 8.711e-05 cm2/s = 8.711e-03 nm2/ps
Hydrogens per excess proton N_H = 1.110e+05
D_label from hopping = 7.85e-10 cm2/s
Elapsed time = 1.0 ns = 667 hop times
CEC rms displacement by hopping = 7.23 nm
Labelled H plateau rms by hopping = 0.265 nm
Time scale N_H*tau limiting the plateau = 0.167 us
Neglected: vehicle D (rough input) = 2.3e-05 cm2/s
Vehicle rms displacement in same time = 3.71 nm
Vehicle D / D_hop = 0.26
(D_hop + vehicle D) / (D_label + vehicle D) = 4.79
Orientation memory factor on D_hop: theory 0.800, simulated 0.801
Relative permittivity 78: Bjerrum length 0.72 nm, Debye length 9.59 nm
Proton thermal wavelength = 0.101 nm; transfer distance = 0.080 nm
Tunnelling crossover at 1000 cm^-1 (rough) = 229 K
Leak weight for a short 0.25 nm link = 6.74e-03
```
